# Thresholdless and quasi-threshold Auger recombination in quantum wells

Cool a semiconductor with a gap of 0.8 eV from 300 K to 5 K, and the thermal factor that governs its bulk Auger coefficient falls, in the model treated here, from 0.32 to about \(10^{-70}\) per eV. Put the same carriers in a well 10 nm wide, and the corresponding factor falls from 0.38 to 0.0050 per eV, where it nearly stops changing. At room temperature the two differ by a fifth; in the cold they have nothing in common. The explanation lies in a conservation law that the walls of the well remove.

The process is the recombination of an electron with a hole, the released energy going to a second electron. Electrons have mass \(m_c\), holes mass \(m_h\), the bands are parabolic, and kinetic energies are counted from the band edges. The hole momentum is that of the missing electron with its sign reversed, so the fast electron must take up the sum of the three initial momenta. The Auger vertex is short-ranged with constant strength \(V_0\) (an energy times a volume), and carriers follow Maxwell statistics. A limit \(T\to0\) therefore means a density so low that the gas stays nondegenerate.

In bulk, the smallest initial kinetic energy at given total wave vector \(\mathbf K\) is reached when all three carriers move with equal velocity, so \(E_i\ge\hbar^2K^2/2(2m_c+m_h)\). The fast electron has \(E_f=\hbar^2K^2/2m_c\). With
\[
s=\frac{m_c+m_h}{m_c},\qquad \frac{2m_c+m_h}{m_c}=1+s ,
\]
this reads \((1+s)E_i\ge E_f\). Energy conservation, \(E_f=E_g+E_i\), then gives
\[
E_i\ge E_T=\frac{E_g}{s}=\frac{m_c}{m_c+m_h}E_g .
\]
For \(m_c=0.05\) and \(m_h=0.5\) free-electron masses, \(s=11\) and \(E_T=0.8/11=0.0727\) eV, or \(1.165\times10^{-20}\) J.

For electron and hole densities \(n,p\), the golden rule gives the bulk rate per volume
\[
R_V=\Gamma n^2pJ_3,\qquad J_3=\langle\delta(E_g+E_i-E_f)\rangle ,
\]
where \(\Gamma=2\pi\gamma V_0^2/\hbar\) and \(\gamma\) is a spin factor that is the same in bulk and well. Let \(\beta=1/k_BT\). Split \(E_i\) into the energy \(x\) of the common motion and the energy \(\varepsilon\) of relative motion. The first has three quadratic degrees of freedom and the second six, so their probability densities are \(2\beta^{3/2}\sqrt{x/\pi}\,e^{-\beta x}\) and \(\tfrac12\beta^3\varepsilon^2e^{-\beta\varepsilon}\). Since \(E_f=(1+s)x\), energy conservation requires \(\varepsilon=sx-E_g\). Writing \(x=E_T+y\) makes \(\varepsilon=sy\), and
\[
J_3=\frac{\beta^{9/2}s^2}{\sqrt\pi}e^{-\beta E_T}\int_0^\infty\!\sqrt{E_T+y}\;y^2e^{-\beta(1+s)y}\,dy .
\]
For \(k_BT\ll E_T\) the root can be taken at \(y=0\); the remaining integral is \(2/[\beta(1+s)]^3\), and
\[
J_3\simeq\frac{2}{\sqrt\pi}\,\beta^{3/2}\sqrt{E_T}\,\frac{s^2}{(1+s)^3}\,e^{-\beta E_T}.
\]
At 300 K, where \(E_T/k_BT=2.81\), this gives 0.308 per eV; the full integral gives 0.321, and averaging over randomly drawn carrier momenta gives 0.320.

Now let the carriers sit in a well \(|z|<b=a/2\) with conduction and valence offsets \(U_c,U_v\) and the same masses in well and barrier. Translation along the layers still conserves the in-plane wave vector. Along \(z\) it is replaced by the overlap
\[
F=\int\psi_4^*(z)\,g(z)\,dz,\qquad g=\psi_1\psi_2\psi_h ,
\]
in which 1 and 2 are the initial electrons, \(h\) the hole and 4 the fast electron. For layer area \(A\) the matrix element is \(V_0F/A\) when the in-plane wave vectors balance. With sheet densities \(n_s,p_s\), the number of triples is proportional to \(A^3n_s^2p_s\), so the rate per area is \(\Gamma n_s^2p_sJ\), with
\[
J=\sum w_1w_2w_h\int dE\,S(E)\,G\Big(E-E_g-\sum E_n\Big).
\]
Here \(w\) are the thermal subband weights, \(E_n\) the three confinement energies, \(S(E)\) is \(|F|^2\) summed over final normal states per unit energy, and \(G(D)\) is the probability density of the in-plane energy \(D\) released to the normal motion. Setting \(n_s=na\), \(p_s=pa\) and dividing by \(a\) gives the ratio of Auger coefficients at equal mean volume density:
\[
\frac{C_{\rm well}}{C_{\rm bulk}}=\frac{a^2J}{J_3}.
\]

In the plane, \(x\) has density \(\beta e^{-\beta x}\), \(\varepsilon\) has density \(\beta^2\varepsilon e^{-\beta\varepsilon}\), and the fast electron takes \((1+s)x\). Hence \(D=\varepsilon-sx\) and
\[
G(D)=\beta^3\int_{x\ge0,\;sx+D\ge0}(sx+D)\,e^{-\beta(1+s)x-\beta D}\,dx .
\]
For \(D\ge0\) the integral starts at \(x=0\). For \(D<0\) it starts at \(x=-D/s\), and shifting \(x\) by that amount leaves \(\int_0^\infty sy\,e^{-\beta(1+s)y}dy\). The results are
\[
G=\begin{cases}\dfrac{\beta s}{(1+s)^2}\,e^{\beta D/s}, & D<0,\\[2mm]
\beta e^{-\beta D}\left[\dfrac{s}{(1+s)^2}+\dfrac{\beta D}{1+s}\right], & D\ge0.\end{cases}
\]
The two parts integrate to \(s^2/(1+s)^2\) and \((2s+1)/(1+s)^2\), which add to one. As \(T\to0\), \(G\) becomes \(\delta(D)\) and only the lowest subbands are occupied, so
\[
J\to S(E_0),\qquad E_0=E_g+2E_1+E_{h1}.
\]
If \(E_0>U_c\), a continuum of final states is available at \(E_0\), and the rate coefficient tends to a constant without any activation factor. It vanishes in this limit if \(F\) happens to have a node at \(E_0\), which can occur at isolated widths; for the parameters of the example below, nodes lie near 12, 18 and 25 nm, so the constant depends strongly on the width.

The overlap can be written in closed form. A bound state is \(A\cos(kz-\theta)\) inside, with \(\theta=0\) or \(\pi/2\) for even or odd parity, and decays as \(e^{-\kappa|z|}\) outside. Put \(\phi=kb-\theta\). Matching requires \(\tan\phi=\kappa/k\), so \(\cos^2\phi=k^2/(k^2+\kappa^2)\). The norm integral is \(b+\sin2\phi/2k+\cos^2\phi/\kappa=b+1/\kappa\), hence \(A^2=(b+1/\kappa)^{-1}\le2/a\). A continuum state has wave number \(k\) inside and \(k'\) outside, where \(k^2-k'^2=2m_cU_c/\hbar^2\). In a large box of length \(L\), states of one parity have squared outer amplitude \(2/L\) and spacing \(2\pi/L\) in \(k'\). With unit outer amplitude, the sum over states is therefore \(\int dk'/\pi\), and
\[
S(E)=\frac{m_c}{\pi\hbar^2k'}|F|^2 .
\]
Continuity of \(\psi_4\) and its slope fixes its inner amplitude \(N\):
\[
N^2=\left[\cos^2\phi_4+(k/k')^2\sin^2\phi_4\right]^{-1}\le1,\qquad \phi_4=kb-\theta_4 .
\]
The product of four cosines is one eighth of a sum of cosines with wave numbers \(Q=k_1\pm k_2\pm k_h\pm k\). Integrating these over the well, and the exponential tails over the barriers, gives
\[
F=\frac{A_1A_2A_hN}{8}\sum_Q\eta_Q\frac{2\sin Qb}{Q}
+2g(b)\frac{\kappa_t\psi_4(b)+\psi_4'(b)}{\kappa_t^2+k'^2},
\]
where \(\eta_Q=\pm1\), \(\kappa_t\) is the sum of the three decay constants, and the total parity must be even. Momentum conservation has become a set of diffraction peaks of width about \(2\pi/a\) around \(Q=0\).

The amplitude away from these peaks comes from the interfaces, as integration by parts shows. Inside, \(\psi_4''=-k^2\psi_4\) gives
\[
\int_0^b g\psi_4\,dz=-\frac1{k^2}\left\{\left[g\psi_4'-g'\psi_4\right]_b+\int_0^b g''\psi_4\,dz\right\}.
\]
The boundary term at \(z=0\) vanishes because \(g\) and \(\psi_4\) have equal parity. Outside, the lower limit enters with the opposite sign and \(k'\) replaces \(k\):
\[
\int_b^\infty g\psi_4\,dz=\frac1{k'^2}\left\{\left[g\psi_4'-g'\psi_4\right]_b-\int_b^\infty g''\psi_4\,dz\right\}.
\]
Apply the same step once more to the integrals of \(g''\), and keep terms with \(\psi_4'(b)\), which is of order \(k\). Their sum is
\[
\psi_4'(b)\left[g(b)\left(\frac1{k'^2}-\frac1{k^2}\right)-\frac{g''(b^+)-g''(b^-)}{k^4}\right].
\]
For large \(k\) the first bracket is \(2m_cU_c/\hbar^2k^4\). Each initial envelope has a jump \(2mU/\hbar^2\) in \(\psi''/\psi\), while products of first derivatives are continuous, so \(g''\) jumps by \((2/\hbar^2)(2m_cU_c+m_hU_v)g(b)\). Adding both interfaces,
\[
F\simeq-\frac{4}{\hbar^2}\,(m_cU_c+m_hU_v)\,\frac{g(b)\,\psi_4'(b)}{k^4}.
\]
The missing momentum is supplied by the band offsets. In homogeneous material \(F\) would be a delta function in momentum and no such term would exist. For the 10 nm well at \(k=200.5\pi/b\), where \(\psi_4(b)=0\), the formula is 0.1% above the closed-form overlap. It needs \(k\) well above the sum \(\kappa_t\) of the decay constants, and it fails where \(\psi_4'(b)\) is close to zero, because the terms with \(\psi_4(b)\) have been dropped. In the example the first condition is not met: the printed hole energy and wave number give \(\kappa_h\approx\sqrt{0.2873^2(0.35/0.0063-1)}\approx2.1\) nm\(^{-1}\), about twice the final \(k\), so the full overlap is used there.

To separate the channels, choose a window \(w\) and call a transition matched if some \(|Q|<w\). Its initial and final wave vectors then differ in length by less than \(w\). The bulk argument changes to
\[
(1+s)E_i\ge\frac{\hbar^2(K_f-w)^2}{2m_c},\qquad E_i=\frac{\hbar^2K_f^2}{2m_c}-E_g ,
\]
where \(K_f\) is the length of the final wave vector inside the well and \(E_i\) includes confinement energy. Equality is a quadratic equation for \(K_f\), with root
\[
K_q=\frac{-w+\sqrt{w^2+s\left[w^2+2m_c(1+s)E_g/\hbar^2\right]}}{s},\qquad
E_q=\frac{\hbar^2K_q^2}{2m_c}-E_g .
\]
This quasi-threshold tends to \(E_T\) as \(w\to0\). For small \(w\), \(E_q\simeq E_T-2(E_g+E_T)w/(sK_0)\), where \(K_0\) is the final wave number at the bulk threshold. With \(w=0.2\) nm\(^{-1}\) and \(K_0=1.070\) nm\(^{-1}\), the linear estimate is \(0.0727-0.0297=0.043\) eV; the full root gives 0.0463 eV.

Unmatched transitions into the continuum are the thresholdless channel. The division depends on \(w\), and in a well narrower than about \(2\pi/w\) it cuts through a diffraction peak. The sum of the channels is what can be observed.

The two channels scale differently with width. Compare well and bulk at the same temperature and chemical potentials, with \(w\) fixed. The number of thermally populated subband triples grows as \(a^3\). In an unmatched transition every \(|2\sin(Qb)/Q|\) is at most \(2/w\), the barrier term has no factor that grows with \(a\) (levels at the barrier rim are left out, being thermally empty), and \(A_1^2A_2^2A_h^2\le8/a^3\). The unmatched rate per area therefore stays bounded.

For matched transitions, let \(P\) be one of the four sums \(k_1\pm k_2\pm k_h\) and \(\Delta=k-|P|\). In the wide well \(A_1^2A_2^2A_h^2\to8/a^3\), so one peak contributes
\[
\frac{8}{a^3}\,\frac1{64}\int\frac{dk'}{\pi}\,N^2\,\frac{4\sin^2(\Delta b)}{\Delta^2}\,G .
\]
Here \(dk'=(k/k')\,dk\), and with \(r=(k-k')/(k+k')\),
\[
N^2=\frac{k'}{k}\left[1+2\sum_{m\ge1}r^m\cos2m\phi_4\right].
\]
The cosines describe reflection of the fast electron at the walls. They oscillate in \(k\) as \(\cos(2mbk)\) up to phases, whereas the Fourier transform of \(\sin^2(\Delta b)/\Delta^2\) is a triangle that reaches zero at frequency \(2b\). Their integrals vanish in the wide-well limit, and \(N^2dk'\) may be replaced by \(dk\). Since \(\int4\sin^2(\Delta b)/\Delta^2\,d\Delta=2\pi a\), the peak contributes \(G/4a^2\). Bound final states give the same: their squared amplitude is \(2/a\) and their spacing at fixed parity \(2\pi/a\), which again amounts to \(\int dk/\pi\), the triangle removing the discreteness. Interference between different peaks is not enhanced by \(a\), except for the vanishing fraction of triples whose peaks overlap.

The four sums supply all relative signs of the normal momenta, and the dense subbands turn their weights into a Maxwell distribution. Therefore
\[
a^2J\to\left\langle G\!\left(\frac{\hbar^2P^2}{2m_c}-E_g-\sum E_n\right)\right\rangle=J_3 .
\]
The last equality holds because \(G\) is the density of the in-plane part of the energy balance, and averaging it over the normal momenta restores the three-dimensional delta function. The quasi-threshold channel has become the bulk process.

The example uses offsets \(U_c=0.25\) eV and \(U_v=0.35\) eV. At 10 nm the ground energies are 0.0407 eV for electrons and 0.0063 eV for holes, so
\[
E_0=0.8+2(0.0407)+0.0063=0.8877\ \text{eV},
\]
well above the barrier. The final wave number is 1.0793 nm\(^{-1}\), but the initial ones add up to \(2(0.2311)+0.2873=0.7495\) nm\(^{-1}\). The mismatch is 0.330 nm\(^{-1}\), outside the window but still inside the central diffraction peak, whose first zero lies at \(2\pi/a=0.63\) nm\(^{-1}\); the transition sits on the flank of that peak rather than in the interface tail. The confinement energy, 0.0877 eV, exceeds \(E_T\) and yet does not match the momenta: the threshold is a necessary condition, and meeting it at the least energy requires the hole to carry most of that energy, while here the electrons do.

Quadrature of the overlap gives \(S(E_0)=4.83\times10^{-5}\) eV\(^{-1}\)nm\(^{-2}\), or \(a^2S=0.0048\) per eV. The thermal sum gives 0.0053 at 10 K and 0.0050 at 5 K, all of it unmatched. At 50 K the unmatched share is 0.72 of 0.0102 per eV, and at 300 K it is 0.09 of 0.382 per eV. Between these temperatures the unmatched part grows from 0.0073 to 0.035, about fivefold, and the matched part from 0.0029 to 0.35, more than a hundredfold. With this window, the thresholdless channel thus rules the cold well and the quasi-threshold channel the warm one. The labels depend on the window: for \(w\) above 0.33 nm\(^{-1}\) the ground-state transition itself would count as matched, though its rate coefficient would still tend to the same constant. Diagonalizing the well in a 400 nm box, with no use of the closed-form overlap, reproduces \(J\) at 300 K to 0.02%.

With all other parameters held fixed, the width dependence is as follows; "unmatched" is the share of the total rate, including any unmatched bound final states.

| \(a\) (nm) | ratio, 300 K | unmatched | ratio, 150 K | unmatched |
|---:|---:|---:|---:|---:|
| 5 | 0.75 | 0.32 | 2.85 | 0.30 |
| 10 | 1.19 | 0.09 | 2.21 | 0.12 |
| 20 | 1.23 | 0.002 | 1.57 | 0.006 |
| 60 | 1.08 | 0.001 | 1.18 | 0.001 |
| 120 | 1.04 | <0.001 | 1.09 | 0.001 |

The ratio approaches one from above, although hardly any unmatched rate is left. At fixed chemical potentials the 120 nm well at 300 K recombines like \(120-9.27=110.7\) nm of bulk, a fraction 0.923. The ratio at equal mean density is 1.041, so the product of the mean densities, \(n^2p\), is \(0.923/1.041=0.89\) of its bulk value. The walls deplete the carriers near them, which lowers the product \(n^2p\) of the mean densities more than the rate; dividing the rate by this product then raises the coefficient. From 60 to 120 nm the matched rate grows by 1.0000 times the bulk rate per added width, and the unmatched rate by zero to four decimals.

A high barrier shows when the thresholdless channel fails. If \(E_0<U_c\), the continuum is out of reach in the limit \(T\to0\), and the final states that could balance the energy are discrete bound levels. A level missing the energy balance by \(D\) costs \(|D|/s\) for \(D<0\) or \(D\) for \(D>0\), as the exponents of \(G\) show, plus any excitation of the initial subbands. The continuum edge can be reached at the cost \(U_c-E_0\). The smallest total cost among all parity-allowed transitions is the activation energy; it vanishes only if a level happens to fit. For \(U_c=1.2\) eV and \(a=10\) nm this minimum is 0.0267 eV, well below the cost of the continuum edge, and the slope of \(-\ln(JT)\) against \(\beta\) between 10 and 20 K gives the same value.

The parameters are rough values in the regime of telecom-wavelength laser wells, and several assumptions fail there. Nonparabolicity is the first: a two-band dispersion raises the bulk threshold to 0.18 eV, which lowers its Boltzmann factor at 300 K by \(e^{0.109/0.0259}\approx70\). In the 10 nm well the same dispersion raises the final wave number at \(E_0\) from 1.08 to about 1.57 nm\(^{-1}\) and the mismatch from 0.33 to about 0.8 nm\(^{-1}\), so the cold constant and the channel shares found above change as well. A hole mass of 0.1 in all directions would raise the parabolic threshold to 0.27 eV. Strain can make the hole this light in the plane, but then the higher value holds only for motion in the plane: if the mass along the normal stays at 0.5, the bulk threshold remains 0.073 eV, reached by carriers moving along the normal. Such lasers run at sheet densities of very roughly \(10^{12}\) cm\(^{-2}\), where the lowest electron state would be more than 80% filled at 300 K; a filling of 10% corresponds to \(6\times10^{10}\) cm\(^{-2}\), so the Maxwell coefficients don't carry over to laser operation. For the 10 nm well at 300 K the Boltzmann factor of the barrier is \(3\times10^{-4}\), so barrier occupation is minor unless the barriers are very thick; in narrower wells it matters more. The constant vertex also hides the range and band structure of the Coulomb interaction. For the 10 nm ground states, an unscreened in-plane dipole vertex at the thermal momentum transfer of 300 K gives 0.68 of the short-range amplitude if the normal energy of the fast electron is held at \(E_0\), when both vertices agree at the bulk threshold. Such a transfer lowers that energy to about 0.65 eV, where the ratio is 0.79; averaged over thermal in-plane momenta, the rate from the ground subbands into the continuum is about 0.7 of the short-range rate at 300 K, 0.5 at 100 K and 0.05 at 20 K. In the cold it gives less: its dependence on the distance between the layers, \(e^{-q|z-z'|}\), tends to a constant as the in-plane transfer \(q\) goes to zero, and the amplitude then vanishes because \(\psi_1\) and \(\psi_4\) are orthogonal. A dipole normal to the layers, which light-hole states carry, brings in the sign of \(z-z'\) instead and leaves a finite amplitude into final states of odd parity. Whether the rate coefficient tends to a constant as \(T\to0\) therefore depends on the vertex; the value found above is that of the short-range one. Phonon-assisted processes and level broadening, left out here, relax the bulk threshold too. Only the process with a fast electron is treated; in telecom-wavelength materials the process that lifts a hole into the split-off band competes with it and may dominate. The table therefore shows how the channels exchange roles, and is not a prediction of a device's Auger coefficient. Further values are in the numerical output.

## Computed results

```
gap 0.8 eV, offsets 0.25 and 0.35 eV, masses 0.05 and 0.5 m0
mass ratio s = 11.0; matching window 0.2 1/nm
bulk threshold E_T = 0.0727 eV = 1.165e-20 J
quasi-threshold at this window = 0.0463 eV
final wave number at bulk threshold = 1.070 1/nm
kT at 300 K = 0.02585 eV; E_T/kT = 2.81
bulk J3: sampled 0.3203, integral 0.3209, leading formula 0.3076 1/eV (300 K)
10 nm well, ground states:
  electron 0.0407 eV, hole 0.0063 eV, E0 0.8877 eV
  wave numbers: electron 0.2311, hole 0.2873, final 1.0793 1/nm
  smallest momentum mismatch 0.330 1/nm
  J at 300 K: formula 3.8240e-03, box 3.8233e-03 1/(eV nm^2)
  J at T -> 0 from quadrature 4.8304e-05 1/(eV nm^2)
10 nm well: T (K), width^2*J (1/eV), J3 (1/eV), unmatched share
     5 0.0050 1.179e-70 1.0000
    10 0.0053 1.876e-34 1.0000
    50 0.0102 3.545e-06 0.7178
   100 0.0446 5.841e-03 0.2041
   150 0.1179 5.336e-02 0.1246
   300 0.3824 3.209e-01 0.0910
large-k overlap: interface formula/exact = 1.00125
barrier 1.2 eV: activation 0.0267 eV, predicted 0.0267 eV
width (nm): C_well/C_bulk, unmatched share at 300 K; same at 150 K
      5: 0.750 0.322; 2.850 0.306
     10: 1.192 0.093; 2.209 0.127
     20: 1.229 0.002; 1.569 0.006
     30: 1.164 0.001; 1.381 0.004
     60: 1.083 0.001; 1.179 0.001
    120: 1.041 0.000; 1.085 0.001
growth of rate with width, 60 to 120 nm, 300 K, in units of bulk:
  all 1.0000, matched 1.0000, unmatched -0.0000
300 K, 120 nm: unmatched rate = 0.03 nm of bulk, total minus width = -9.27 nm
150 K, 120 nm: unmatched rate = 0.06 nm of bulk, total minus width = -13.76 nm
neglected effects:
  nonparabolic (two-band) bulk threshold 0.1816 eV
  bulk threshold with hole mass 0.1 m0: 0.2667 eV
  band-edge electron filling at 1e12 cm^-2, 300 K: 0.843
  sheet density for filling 0.1: 5.69e+10 cm^-2
  barrier Boltzmann factor, 10 nm, 300 K: 3.05e-04
  thermal in-plane transfer 0.611, threshold transfer 0.981 1/nm
  Coulomb in-plane dipole / short-range amplitude: 0.68
```
